# Feshbach Level Shift and Width, Recovered from a Projected Absorbing Potential, part 2

A state $|d\rangle$ of energy $e_d$ is coupled by $v$ to site 1 of a semi-infinite chain with sites $|j\rangle$, site energy zero and hopping $-t$. We seek its resonance $z_r=E_r-i\Gamma_r/2$, the lower-half-plane solution of $z=e_d+v^2g(z)$, from a finite chain. The outgoing end-site resolvent

$$g(z)=\frac{z-is(z)}{2t^2}, \tag{8}$$

with $s(z)=\sqrt{4t^2-z^2}$ (non-negative real part), satisfies $t^2g^2-zg+1=0$.

Lemma 1, with $Q=1-|d\rangle\langle d|$ and $H_Q=QHQ$ in the space of $Q$, states for $\operatorname{Im}z\ne0$:

$$\langle d|(z-H)^{-1}|d\rangle=\frac{1}{z-e_d-\Sigma(z)},\qquad \Sigma(z)=\langle d|HQ\,(z-H_Q)^{-1}QH|d\rangle. \tag{4}$$

With $\Sigma_{II}=v^2g$, the survival amplitude at time $\tau$ is

$$A(\tau)=Z\,e^{-iz_r\tau/\hbar}+\text{edge terms},\qquad Z=\frac{1}{1-\Sigma_{II}'(z_r)}. \tag{12}$$

For comparison, with $a=v^2/(2t^2)$, the golden rule gives shift $\Delta(e_d)=ae_d$ and width $\Gamma(e_d)$, where $\Gamma(E)=2a\sqrt{4t^2-E^2}$. Linearizing gives position $E_0=e_d/(1-a)$ and width $\Gamma(E_0)/(1-a)$.

Keep $N$ sites, with real symmetric matrix $H_N$, and add an absorber:

$$H_\eta=H_N-i\eta W,\qquad W=\sum_{j=1}^{N}w_j|j\rangle\langle j|,\qquad w_j=\Big(\frac jN\Big)^2,\qquad \eta>0. \tag{13}$$

Let $g_j(z)$ be the end-site resolvent of absorbing sites $j$ to $N$, $h_j=g(z+i\eta w_j)$, $w_0=0$, $h_0=g(z)$, $P_0=1$ and $P_j=\prod_{l=1}^{j}t^2g_lh_l$.

**Theorem, part B** (to be proved).

1. For $|\operatorname{Re}z|<2t$ and finite $g_j(z)$, eigenvalues of $H_\eta$ with a component on $|d\rangle$ satisfy $z=e_d+v^2g_1(z)$, and
$$g_1-g=\sum_{j=0}^{N-1}P_j\,(h_{j+1}-h_j)-P_Nh_N. \tag{14}$$
2. Keep a set $M$ of real orthonormal eigenvectors $|m\rangle$ of $H_N$, energies $E_m$. For a simple eigenvalue $z$ of
$$A_{mn}=E_m\delta_{mn}-i\eta W_{mn},\qquad W_{mn}=\sum_jw_j\langle m|j\rangle\langle j|n\rangle, \tag{15}$$
with eigenvector $x$,
$$\frac{dz}{d\eta}=-i\,\frac{x^TWx}{x^Tx}. \tag{16}$$
3. Let $R$ be the discarded set. An eigenvalue $z$ of $H_\eta$, but not of its $R$ block, is an eigenvalue of $A+\Omega(z)$, where
$$\Omega(z)=-\eta^2W_{MR}\,(z-E_R+i\eta W_{RR})^{-1}W_{RM}. \tag{17}$$

The example has $t=1$ eV, $v=0.2$ eV, $e_d=-0.8$ eV, giving $a=0.02$, $E_r=-0.81667$ eV and $\Gamma_r=0.07454$ eV.

### Proof of item 1

The algebra of Lemma 1 requires the inverses that appear in it, but not Hermiticity. For an eigenvector with component $\psi_d\ne0$, the equation in $Q$ gives $Q|\psi\rangle=v\psi_d(z-H_Q+i\eta W)^{-1}|1\rangle$. The equation along $|d\rangle$ then gives $z-e_d=v^2g_1(z)$.

Removing the sites one at a time gives

$$g_j=\frac{1}{z+i\eta w_j-t^2g_{j+1}},\qquad g_{N+1}=0, \tag{18}$$

while $h_j$ satisfies $h_j=1/(z+i\eta w_j-t^2h_j)$. The condition on $\operatorname{Re}z$ keeps every argument $z+i\eta w_j$ away from the cuts of $s$. Subtract the reciprocals:

$$\frac1{h_j}-\frac1{g_j}=(z+i\eta w_j-t^2h_j)-(z+i\eta w_j-t^2g_{j+1})=t^2(g_{j+1}-h_j).$$

Multiplication by $g_jh_j$ turns the left side into $g_j-h_j$. With $\delta_j=g_j-h_j$, this becomes

$$\delta_j=t^2g_jh_j\,[\delta_{j+1}+(h_{j+1}-h_j)]\quad(j<N),\qquad \delta_N=-t^2g_Nh_N\,h_N .$$

Start from $g_1-h_0=(h_1-h_0)+\delta_1$ and insert this relation repeatedly. Each step multiplies what follows by one more factor $t^2g_jh_j$. The differences collect into the sum in (14), and the last step gives $-P_Nh_N$. $\square$

### Remark 3: why the strength has a useful range

The first term in (14) contains only differences of neighbouring $h_j$, so a stretch of constant $w_j$ adds nothing to it. Since $w_0=0$, a uniform absorber switched on abruptly at site 1 still contributes $h_1-h_0$. The term measures reflection caused by changes in the strength of the absorber. The second term is the echo from the wall at the end of the chain. Their sizes can be estimated.

For a real energy $E=-2t\cos k$ in the band, (8) gives $tg=-e^{ik}$. Passing one site multiplies the outgoing wave by $-tg=e^{ik}$. Let $u=2t\sin k=\sqrt{4t^2-E^2}$, which is $dE/dk$, or $\hbar$ times the number of sites crossed per unit time. At $z_r+i\eta w_j$ the energy has imaginary part $\eta w_j-\Gamma_r/2$. To first order in this part divided by $u$, the wave number gains the imaginary part $(\eta w_j-\Gamma_r/2)/u$. Replacing $g_l$ by $h_l$ in a slowly varying absorber then gives

$$|P_N|\approx\exp\left[-\frac{1}{u}\Big(2\eta\sum_{j=1}^{N}w_j-N\Gamma_r\Big)\right],\qquad \sum_{j=1}^{N}w_j\approx\frac N3. \tag{19}$$

Near the wall $g_l$ is not close to $h_l$, so (19) gives the exponent and omits a prefactor of order one. In the example below, with the exact sum of $w_j$, $|P_N|$ exceeds (19) by a factor of about 1.8 at $\eta=0.25$ and $0.5$ eV. The term $N\Gamma_r$ has the opposite sign from the absorption. Far from $|d\rangle$ the resonance wave is larger, because it was emitted earlier, when more amplitude remained on $|d\rangle$. The absorber must overcome this growth, and so (19) requires roughly $\eta>3\Gamma_r/2$. Once it does, the echo falls exponentially as $\eta$ increases, as long as $\eta$ is small compared with $u$. A stronger absorber still reduces the echo, but more slowly than (19) predicts.

The same condition appears in the spectrum. For a weak absorber, a standing wave on the chain has mean absorption $\langle W\rangle\approx1/3$, so its eigenvalue moves down by about $\eta/3$. The requirement $\eta/3>\Gamma_r/2$ says that the band eigenvalues have moved below the resonance and left it exposed.

Now consider the gradient sum when the echo is negligible. To first order in $\eta$,

$$h_{j+1}-h_j\approx i\eta\,g'(z)\,\frac{2j+1}{N^2},$$

because $(j+1)^2-j^2=2j+1$, and $P_j\approx q^j$ with $q=(tg)^2=e^{2ik}$. The absorption further along the chain damps the terms of large $j$. Taking this damping as a convergence factor gives

$$\sum_{j\ge0}(2j+1)q^j=\frac{2q}{(1-q)^2}+\frac{1}{1-q}=\frac{1+q}{(1-q)^2}.$$

Since $|1+q|=2|\cos k|$ and $|1-q|=2\sin k$, the magnitude is $|\cos k|/(2\sin^2k)$. Differentiating $t^2g^2-zg+1=0$ gives $g'(2t^2g-z)=g$. As $2t^2g-z=-is$, this means $g'=ig/s$ and $|g'|=1/(tu)$. The estimate is

$$|\text{gradient sum}|\approx\frac{\eta}{N^2\,t\,u}\,\frac{|\cos k|}{2\sin^2k}. \tag{20}$$

It grows linearly with $\eta$ and falls as $N^{-2}$. It also grows towards a band edge, where $\sin k$ and $u$ vanish. Slow waves are harder to absorb without reflection. The estimate is the leading term only. It vanishes at the band centre, where a much smaller higher-order part remains, and it fails close to an edge: for $N=80$, $\eta=1$ eV and $t=1$ eV it holds at $E=-1.8$ eV, but at $E=-1.95$ eV the error of the resolvent is about twice (20).

For the example, $N=80$ and the formulas are used at $E_r$. There $\cos k=0.408$, $\sin^2k=0.833$ and $u=1.83$ eV. Equation (20) gives $2.1\times10^{-5}\,\eta/t^2$ for the gradient part. The computed parts of $g_1-g$ at $z_r$, in eV$^{-1}$, are:

| $\eta$ (eV) | gradient | wall |
|---|---|---|
| 0.25 | $1.8\times10^{-3}$ | $2.4\times10^{-2}$ |
| 0.50 | $1.2\times10^{-5}$ | $1.3\times10^{-5}$ |
| 1.00 | $2.1\times10^{-5}$ | $6\times10^{-12}$ |
| 2.00 | $4.2\times10^{-5}$ | $3\times10^{-23}$ |

At 1 and 2 eV the gradient part agrees with (20). At 0.25 eV it is far larger, because the estimate ignored the echo. The product of the factors $-tg_l$ from $l=1$ to $j$ is the wave at site $j$ relative to its start. Apart from damping it behaves as $e^{ikj}+re^{-ikj}$, where $r$ is the amplitude returned by the wall. The outgoing factors $-th_l$ multiply this by $e^{ikj}$. To leading order, both the phase and the position-dependent damping of the returning part then cancel, which leaves a nearly constant term $r$. Its contributions to the sum therefore add up to about $r(h_N-h_0)$ instead of oscillating away. The size of $r$ is the damping over the path to the wall and back, roughly the exponential in (19). That exponential is 0.018 with $\sum w_j\approx N/3$ and 0.015 with the exact sum, while the wave itself gives $|r|=0.014$. With $|h_N-h_0|=0.13$ eV$^{-1}$, close to $\eta/(tu)=0.14$ eV$^{-1}$, the product is $1.8\times10^{-3}$ eV$^{-1}$, in agreement with the table. The identity (14) still holds there, but its first term no longer measures gradient reflection alone.

### Remark 4: from resolvent error to energy error

Let $z_\eta$ be the resonance eigenvalue of $H_\eta$. Subtract $z_r=e_d+v^2g(z_r)$ from $z_\eta=e_d+v^2g_1(z_\eta)$:

$$z_\eta-z_r=v^2[g_1(z_\eta)-g(z_\eta)]+v^2[g(z_\eta)-g(z_r)].$$

The second bracket is $g'(z_r)(z_\eta-z_r)$ to first order. If the first bracket changes little between $z_r$ and $z_\eta$, then

$$z_\eta-z_r\approx Z\,v^2\,[g_1(z_r)-g(z_r)],\qquad Z=\frac{1}{1-v^2g'(z_r)}, \tag{21}$$

with the same $Z$ as in (12). The coupling $v^2$ multiplies the error as it multiplies the self-energy.

### Proof of item 2

The eigenvectors of $H_N$ are real, so $W_{mn}=W_{nm}$ and $A$ is complex symmetric. From $Ax=zx$ it follows by transposition, without complex conjugation, that $x^TA=zx^T$. Differentiate the eigenvalue equation with respect to $\eta$:

$$\Big(\frac{dA}{d\eta}-\frac{dz}{d\eta}\Big)x+(A-z)\frac{dx}{d\eta}=0 .$$

Multiplying by $x^T$ removes the second term, and $dA/d\eta=-iW$ gives (16), provided that $x^Tx\neq0$.

For a simple eigenvalue this number is indeed nonzero. Suppose that $x^Tx=0$. The range of $A-z$ consists of all vectors $y$ with $x^Ty=0$: every vector in the range satisfies this, and both spaces have dimension one less than that of the matrix. Then $x$ would lie in the range, and $(A-z)y=x$ would have a solution. The eigenvalue would then have algebraic multiplicity at least two, contrary to the assumption. $\square$

### Remark 5: choosing the strength

The exact resonance does not depend on $\eta$. For a finite basis one therefore follows the eigenvalue as $\eta$ varies and takes the point where $|\eta\,dz/d\eta|$ is smallest. This measures the change of $z$ under a given relative change of $\eta$. The range must exclude very small $\eta$, since the quantity also tends to zero in the trivial limit $\eta\to0$, where the eigenvalue is real.

At each $\eta$ separately, the resonance is identified as the eigenvector with the largest $|(c^Tx)^2/(x^Tx)|$, where $c_m=\langle m|d\rangle$. Neither choice uses the known pole, but with too few states the result can depend on the range of $\eta$ that is searched. In the example below, extending the range from 2 to 10 eV changes the six-state result markedly and leaves those with eight and twelve states essentially unchanged.

Stationarity is a criterion for choosing $\eta$, and it is not a bound on the error. The case of one retained eigenstate shows why several are needed. Then $z=E_m-i\eta W_{mm}$, the width grows in proportion to $\eta$, and $|\eta\,dz/d\eta|=\eta W_{mm}$ has no minimum at positive $\eta$. For the width to become stationary, the absorber must mix at least two standing waves. For the stationary width to be accurate, there must be enough of them to represent the outgoing wave in the absorber.

### Proof of item 3

In the basis of all eigenvectors of $H_N$, split the eigenvector of $H_\eta$ into $x_M$ and $x_R$. The $R$ rows of the eigenvalue equation are

$$(z-E_R+i\eta W_{RR})x_R=-i\eta W_{RM}x_M .$$

The matrix on the left can be inverted by assumption. Insert $x_R$ in the $M$ rows, $(A-z)x_M-i\eta W_{MR}x_R=0$. The two factors $-i\eta$ multiply to $-\eta^2$, which gives $[A+\Omega(z)-z]x_M=0$. Here $x_M\ne0$, since otherwise $x_R$ would vanish too. $\square$

### Remark 6: why a few eigenstates can suffice

Let $y$ be the eigenvector of the small matrix, $Ay=z_My$, that corresponds to the resonance. Multiply $[A+\Omega(z)-z]x_M=0$ by $y^T$ and use $y^TA=z_My^T$:

$$(z-z_M)\,y^Tx_M=y^T\Omega(z)x_M. \tag{22}$$

If $y$ is close to $x_M$, the right side is close to $x_M^T\Omega x_M$. By the expression for $x_R$ this equals

$$x_M^T\Omega x_M=x_R^T\,(z-E_R+i\eta W_{RR})\,x_R .$$

The energy error is thus quadratic in the discarded coefficients. An error of relative size $10^{-2}$ in the vector enters the energy with a factor of order $10^{-4}$.

The coefficients themselves follow from one row of the full eigenvalue equation. With $|\psi\rangle$ the resonance eigenvector of $H_\eta$,

$$\langle n|\psi\rangle=\frac{-i\eta\,\langle n|W|\psi\rangle}{z-E_n}. \tag{23}$$

The denominator favours eigenstates near the resonance. The numerator favours them too. In the absorber, $\psi$ is an outgoing wave with wave number near $k$ under a smooth envelope. The envelope of $W\psi$ rises with $w_j$ and then falls as the wave is absorbed. Its overlap with a standing wave of number $k_n$ is a Fourier component at $k_n-k$, which becomes small when $|k_n-k|$ greatly exceeds the inverse length of the envelope.

This argument also shows where the method needs more states. On a chain of given length, a shorter absorbing region spreads $W\psi$ over more wave numbers. A broad resonance needs a larger $\eta$, which shortens the distance over which the wave is absorbed.

### Example: the width from the small matrix

The parameters are those of the first half, with $N=80$, so the full matrix has 81 eigenstates. For each $M$, the eigenstates nearest to $e_d$ are kept, and $\eta$ is chosen between 0.15 and 2 eV as in Remark 5. The last column is $|z_M-z_r|$ relative to $\Gamma_r$.

| $M$ | $\eta$ (eV) | $E$ (eV) | width (eV) | error |
|---|---|---|---|---|
| 4 | 1.54 | $-0.8080$ | 0.0415 | 25% |
| 6 | 0.39 | $-0.8143$ | 0.0733 | 3.2% |
| 8 | 0.35 | $-0.81678$ | 0.07461 | 0.15% |
| 12 | 0.51 | $-0.81667$ | 0.07454 | 0.0015% |
| 16 | 0.59 | $-0.81667$ | 0.07454 | 0.0008% |
| 81 | 0.61 | $-0.81667$ | 0.07454 | 0.0007% |

Four states are not enough, and eight already give the width to about one part in a thousand. With twelve, the result distinguishes the pole width from the golden-rule value of 0.0733 eV and from the linearized value of 0.07452 eV. The six-state width happens to lie close to the golden-rule width. This is no confirmation of either, since the next rows move away from it.

The smallest value of $|\eta\,dz/d\eta|$ is $2.5\times10^{-3}$ eV for $M=4$ and $5.6\times10^{-3}$ eV for $M=6$. The smaller value belongs to the much worse result. In this example, enlarging the set of eigenstates exposes an error that stationarity alone does not.

For $M=16$ the retained levels run from $-1.32$ to $-0.35$ eV. Their mean spacing is $0.97/15=0.065$ eV, comparable with the width, so no single level could represent the resonance. The largest discarded coefficient of the full eigenvector is $1.8\times10^{-4}$ of its largest coefficient. The square of this ratio is $3\times10^{-8}$. At the same $\eta$, the 16-state and 81-state eigenvalues differ by $4.5\times10^{-8}$ eV, a size consistent with the quadratic error in (22).

The remaining error with all 81 states belongs to the absorber. At $\eta=0.61$ eV, (20) gives $1.3\times10^{-5}$ eV$^{-1}$ for the gradient reflection. Multiplication by $v^2=0.04$ eV$^2$ and by $|Z|\approx1.02$, as in (21), gives $5\times10^{-7}$ eV. Relative to $\Gamma_r$ this is 0.0007%, the value in the table. Adding eigenstates of the same chain cannot remove it. By (20), a longer chain with the same form of absorber reduces it at fixed $\eta$, provided that the wall echo remains negligible.

The numerical check tests the projection identities, the band self-energy, the decay and the convergence of the small matrix.

## Computed values

```
hopping t = 1.000 eV, coupling v = 0.200 eV, e_d = -0.800 eV
a = v^2/(2 t^2) = 0.0200 (no unit)
absorber chain: 80 sites; long chain: 1000 sites
shift Delta(e_d), formula            = -0.016000 eV
shift Delta(e_d), principal value    = -0.016000 eV
width Gamma(e_d), golden rule        = 0.073321 eV
band level nearest e_d               = -0.802181 eV
width there, counted from levels     = 0.073283 eV
width there, formula = 0.073283 eV
linearized position E_0              = -0.816327 eV
linearized width                     = 0.074523 eV
pole position E_r                    = -0.816667 eV
pole shift E_r - e_d                 = -0.016667 eV
pole width Gamma_r                   = 0.074536 eV
lifetime hbar/Gamma_r                = 8.831 fs
pole residue = 1.02083 -0.00932 i (no unit)
survival at 10 fs: chain 0.33567, pole 0.33586
survival at 20 fs: chain 0.10822, pole 0.10823
absorber error of end-site resolvent at the pole, in 1/eV:
eta 0.25 eV: gradient 1.750e-03, wall 2.397e-02
eta 0.50 eV: gradient 1.183e-05, wall 1.281e-05
eta 1.00 eV: gradient 2.097e-05, wall 6.354e-12
eta 2.00 eV: gradient 4.195e-05, wall 3.072e-23
M states: eta, E_r, Gamma_r, |eta dz/deta| in eV; |error|/Gamma_r in %
M= 4: 1.537, -0.807996, 0.041523, 2.50e-03; 25.0151 %
M= 6: 0.394, -0.814329, 0.073316, 5.63e-03; 3.2419 %
M= 8: 0.345, -0.816775, 0.074609, 2.68e-04; 0.1530 %
M=12: 0.513, -0.816668, 0.074536, 1.11e-06; 0.0015 %
M=16: 0.585, -0.816667, 0.074536, 2.52e-07; 0.0008 %
M=24: 0.611, -0.816667, 0.074536, 1.39e-07; 0.0007 %
M=81: 0.611, -0.816667, 0.074536, 1.37e-07; 0.0007 %
energy window of M=16: -1.3162 to -0.3452 eV
largest outside/inside coefficient, M=16: 1.840e-04
|z(M=16) - z(all)| at eta 0.585 eV = 4.482e-08 eV
```
